# Twisted Heisenberg exchange between two spins in a Rashba electron gas: a numerical check

```python
"""Indirect exchange of two classical spins in a Rashba electron gas.

Result under test: for spins S1, S2 separated by R along x the coupling is
  A S1y S2y + B (S1x S2x + S1z S2z) + C S1.(yhat x S2),
and it becomes a twisted Heisenberg coupling, B = A cos(theta) and
C = A sin(theta) with theta = 2 kR R, exactly in one dimension, to first
order in the Rashba strength at any R in two dimensions, and as the leading
far-field term in two dimensions at fixed theta.
Symbols (atomic units): H = k^2/2m + alpha (sx ky - sy kx), kR = m alpha,
spin coupling J S.sigma delta(r - ri), qF = sqrt(2 m EF + kR^2), EF > 0,
envelope P = J^2 m / (2 pi^2 R^2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import hankel1, jv, yv

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
UNIT = np.eye(2)


def green_parts(q, k_rashba, dist, mass):
    """G(+R) = G0 - sigma_y G1 for R along x; returns G0, G1."""
    g0, g1 = 0, 0
    for s in (1, -1):
        k = q - s * k_rashba + 1e-14j      # retarded side of the branch cut
        g0 = g0 - 1j * mass / (4 * q) * k * hankel1(0, k * dist)
        g1 = g1 + mass / (4 * q) * s * k * hankel1(1, k * dist)
    return g0, g1


def spin_traces(q, k_rashba, dist, mass):
    g0, g1 = green_parts(q, k_rashba, dist, mass)
    return np.array([2 * (g0**2 - g1**2), 2 * (g0**2 + g1**2), 4j * g0 * g1])


NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def couplings(dist, k_rashba, q_fermi, mass, j_ex):
    """A, B, C from the rotated contour q = qF + i t."""
    x = 22.5 * (NODES + 1)
    t, w = x / (2 * dist), 22.5 * WEIGHTS / (2 * dist)
    q = q_fermi + 1j * t
    f = spin_traces(q, k_rashba, dist, mass)
    return j_ex**2 / (np.pi * mass) * np.real(f * q) @ w


def rotation_y(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])


# ---- Green function against a plane-wave sum of the inverted 2x2 matrix ----
alpha_t, energy_t, r_vec = 0.4, 0.5 + 1.0j, np.array([1.5, 1.2])
dk = 2 * np.pi / 30
k_line = dk * np.arange(-565, 566)
kx, ky = np.meshgrid(k_line, k_line, indexing="ij")
k2 = kx**2 + ky**2
a_diag = energy_t - k2 / 2
kernel = np.exp(1j * (kx * r_vec[0] + ky * r_vec[1]))
kernel = kernel / (a_diag**2 - alpha_t**2 * k2)


def damped_sum(eps):
    w = kernel * np.exp(-eps * k2) * (dk / (2 * np.pi))**2
    return np.array([np.sum(a_diag * w), np.sum(alpha_t * ky * w),
                     np.sum(-alpha_t * kx * w)])


# extrapolation removes the error linear in the damping; eps^2 q^4 remains
direct = 2 * damped_sum(0.002) - damped_sum(0.004)
r_len = np.hypot(*r_vec)
g0_t, g1_t = green_parts(np.sqrt(2 * energy_t + alpha_t**2), alpha_t, r_len, 1)
formula = np.array([g0_t, g1_t * r_vec[1] / r_len, -g1_t * r_vec[0] / r_len])
err_green = np.max(abs(direct - formula)) / abs(g0_t)
assert err_green < 3e-4
del kx, ky, k2, a_diag, kernel


# ---- Energy formula and one-dimensional twist against diagonalization ----
def rashba_lattice(nx, ny, tx, ty, lam):
    h = np.zeros((2 * nx * ny, 2 * nx * ny), dtype=complex)
    for ix in range(nx):
        for iy in range(ny):
            i = ix * ny + iy
            bonds = []
            if ix + 1 < nx:
                bonds.append((i + ny, -tx * UNIT + 1j * lam * SIGMA[1]))
            if iy + 1 < ny:
                bonds.append((i + 1, -ty * UNIT - 1j * lam * SIGMA[0]))
            for j, hop in bonds:
                h[2*i:2*i+2, 2*j:2*j+2] = hop
                h[2*j:2*j+2, 2*i:2*i+2] = hop.conj().T
    return h


def gap_centre(h):
    """Chemical potential in the widest gap between quarter and half filling."""
    e = np.linalg.eigvalsh(h)[::2]
    n = max(range(len(e) // 4, len(e) // 2 + 1), key=lambda i: e[i] - e[i - 1])
    return 0.5 * (e[n] + e[n - 1])


def diagonalized_coupling(h, i, j, mu, strength=0.01):
    """3x3 bilinear coupling from total energies with the spins inserted."""
    out = np.zeros((3, 3))
    for a in range(3):
        for b in range(3):
            for s1 in (1, -1):
                for s2 in (1, -1):
                    v = h.copy()
                    v[2*i:2*i+2, 2*i:2*i+2] += s1 * strength * SIGMA[a]
                    v[2*j:2*j+2, 2*j:2*j+2] += s2 * strength * SIGMA[b]
                    e = np.linalg.eigvalsh(v)
                    out[a, b] += s1 * s2 * np.sum(e[e < mu] - mu)
    return out / (4 * strength**2)


cluster = rashba_lattice(5, 4, 1.0, 0.8, 0.3)
mu_c, site1, site2 = gap_centre(cluster), 5, 14
by_energy = diagonalized_coupling(cluster, site1, site2, mu_c)
by_green = np.zeros((3, 3))
gl_x, gl_w = np.polynomial.legendre.leggauss(300)
for u, w in zip(0.5 * (gl_x + 1), 0.5 * gl_w):
    g = np.linalg.inv((mu_c + 1j * u / (1 - u)) * np.eye(40) - cluster)
    g12 = g[2*site1:2*site1+2, 2*site2:2*site2+2]
    g21 = g[2*site2:2*site2+2, 2*site1:2*site1+2]
    tr = np.einsum("aij,jk,bkl,li->ab", SIGMA, g12, SIGMA, g21)
    by_green += w / (1 - u)**2 * tr.real / np.pi
err_energy = np.max(abs(by_energy - by_green)) / np.max(abs(by_energy))
assert err_energy < 5e-3       # fourth order in the inserted spin strength

chain = rashba_lattice(14, 1, 1.0, 1.0, 0.2)
k_chain = diagonalized_coupling(chain, 3, 9, gap_centre(chain))
twist_chain = 2 * 6 * np.arctan(0.2)
err_chain = np.max(abs(k_chain - k_chain[1, 1] * rotation_y(twist_chain)))
err_chain /= np.max(abs(k_chain))
assert err_chain < 1e-5

# ---- Rotated contour against real energies plus the band-bottom pole ----
kr_t, dist_t = 0.3, 4.0
contour = couplings(dist_t, kr_t, 1.0, 1.0, 1.0)
b0, b1 = jv(0, kr_t * dist_t), jv(1, kr_t * dist_t)
pole = -kr_t**2 / 4 * np.array([b0**2 + b1**2, b0**2 - b1**2, 2 * b0 * b1])
real_axis = np.array([
    -quad(lambda q: (q * spin_traces(q, kr_t, dist_t, 1.0)[n]).imag,
          1e-6, 1.0, points=[kr_t], limit=200)[0] / np.pi for n in range(3)])
err_pole = np.max(abs(real_axis + pole - contour)) / np.max(abs(contour))
pole_share = np.max(abs(pole)) / np.max(abs(contour))
assert err_pole < 1e-3

# ---- First order in the Rashba strength, at short distance ----
dist_s, kr_s = 1.7, 1e-4
a_s, b_s, c_s = couplings(dist_s, kr_s, np.sqrt(1 + kr_s**2), 1.0, 1.0)
f0 = (jv(0, dist_s) * yv(0, dist_s) + jv(1, dist_s) * yv(1, dist_s))
f0 /= 2 * np.pi
assert abs(a_s / f0 - 1) < 1e-5 and abs(b_s / f0 - 1) < 1e-5
err_first = abs(c_s / (2 * kr_s * dist_s * f0) - 1)
assert err_first < 1e-5

# ---- Far field and its first correction at fixed twist angle ----
theta_t = 2.0
far_errors = []
for x in (200.0, 800.0):
    a, b, c = couplings(x, theta_t / (2 * x), 1.0, 1.0, 1.0) * 2*np.pi**2*x**2
    assert abs(a + np.sin(2 * x)) < 2 / x
    found = 2 * x * np.array([b - a * np.cos(theta_t), c - a * np.sin(theta_t)])
    predicted = np.cos(2 * x) * (theta_t - np.sin(theta_t)) * np.array(
        [-np.sin(theta_t), np.cos(theta_t)])
    far_errors.append(np.max(abs(found - predicted)))
    assert far_errors[-1] < 10 / x

# ---- Spin rotation against its three-term expansion ----
rng = np.random.default_rng(3)
s1, s2 = rng.normal(size=(2, 3))
u_rot = expm(-0.5j * theta_t * SIGMA[1])
m1, m2 = np.tensordot(s1, SIGMA, 1), np.tensordot(s2, SIGMA, 1)
twisted = np.trace(m1 @ u_rot @ m2 @ u_rot.conj().T).real / 2
expanded = (np.cos(theta_t) * s1 @ s2 - np.sin(theta_t) * np.cross(s1, s2)[1]
            + (1 - np.cos(theta_t)) * s1[1] * s2[1])
assert abs(twisted - expanded) < 1e-12

# ---- Worked example: round model parameters ----
hartree = const.value("Hartree energy in eV")
bohr = const.value("Bohr radius") / const.angstrom
mass, alpha_ev, ef_ev, j_ev = 0.3, 0.4, 0.4, 5.0
k_r = mass * alpha_ev / (hartree * bohr)
k_f = np.sqrt(2 * mass * ef_ev / hartree)
q_f = np.sqrt(k_f**2 + k_r**2)
j_au = j_ev / (hartree * bohr**2)

print("TESTS (relative errors unless stated)")
print(f"Green function vs plane-wave sum: {err_green:.1e}")
print(f"energy formula vs cluster diagonalization: {err_energy:.1e}")
print(f"chain twist angle: {twist_chain:.4f} rad, error {err_chain:.1e}")
print(f"contour vs real axis plus pole: {err_pole:.1e}")
print(f"pole size / largest coupling in that test: {pole_share:.3f}")
print(f"first-order DM law at kF R = {dist_s}: {err_first:.1e}")
print("far-field correction, abs. error of scaled defect:")
print(f"  qF R = 200: {far_errors[0]:.1e}; qF R = 800: {far_errors[1]:.1e}")
print("EXAMPLE INPUT")
print(f"mass = {mass} electron masses, alpha = {alpha_ev} eV angstrom")
print(f"EF = {ef_ev} eV, J = {j_ev} eV angstrom^2, unit spins")
print("EXAMPLE WAVE NUMBERS (1/angstrom)")
print(f"kR = {k_r / bohr:.5f}, kF = {k_f / bohr:.5f}, qF = {q_f / bohr:.5f}")
print(f"kR/qF = {k_r / q_f:.4f}")
print(f"distance for a full turn, pi/kR = {np.pi / k_r * bohr:.1f} angstrom")

rows = []
for r_ang in (20, 40, 60, 80, 100):
    r = r_ang / bohr
    theta = 2 * k_r * r
    a, b, c = couplings(r, k_r, q_f, mass, j_au) * hartree
    ratio = (b + 1j * c) / a
    actual = theta + np.angle(ratio * np.exp(-1j * theta))
    delta = (theta - np.sin(theta)) / (2 * q_f * r)
    corrected = theta - delta / np.tan(2 * q_f * r)
    envelope = j_au**2 * mass / (2 * np.pi**2 * r**2) * hartree
    defect = abs(b + 1j * c - a * np.exp(1j * theta)) / envelope
    rows.append((r_ang, theta, actual, corrected, abs(ratio), defect,
                 a, b, c, envelope, np.sin(2 * q_f * r)))

print("ANGLES (rad): R/angstrom, 2 kR R, actual, corrected")
for row in rows:
    print(f"{row[0]:4d} {row[1]:8.4f} {row[2]:8.4f} {row[3]:8.4f}")
print("QUALITY: R/angstrom, sqrt(B^2+C^2)/|A|, defect/P, sin(2 qF R)")
for row in rows:
    print(f"{row[0]:4d} {row[4]:8.4f} {row[5]:8.4f} {row[10]:8.4f}")
print("COUPLINGS (eV): R/angstrom, A, B, A cos, C, A sin")
for row in rows:
    a, theta = row[6], row[1]
    print(f"{row[0]:4d} {a:10.3e} {row[7]:10.3e} {a*np.cos(theta):10.3e}"
          f" {row[8]:10.3e} {a*np.sin(theta):10.3e}")
print("ENVELOPE P (eV): R/angstrom, P")
for row in rows:
    print(f"{row[0]:4d} {row[9]:10.3e}")
a, b, c = rows[1][6:9]
print("MAIN RESULT AT 40 angstrom (eV; hartree)")
print(f"isotropic B = {b:.3e}; {b / hartree:.3e}")
print(f"DM component D_y = -C = {-c:.3e}; {-c / hartree:.3e}")
print(f"anisotropy A - B = {a - b:.3e}; {(a - b) / hartree:.3e}")
print("tests ok")
```

It prints:

```
TESTS (relative errors unless stated)
Green function vs plane-wave sum: 4.1e-05
energy formula vs cluster diagonalization: 5.5e-06
chain twist angle: 2.3687 rad, error 4.8e-09
contour vs real axis plus pole: 2.5e-05
pole size / largest coupling in that test: 5.245
first-order DM law at kF R = 1.7: 1.8e-07
far-field correction, abs. error of scaled defect:
  qF R = 200: 1.1e-03; qF R = 800: 2.7e-04
EXAMPLE INPUT
mass = 0.3 electron masses, alpha = 0.4 eV angstrom
EF = 0.4 eV, J = 5.0 eV angstrom^2, unit spins
EXAMPLE WAVE NUMBERS (1/angstrom)
kR = 0.01575, kF = 0.17747, qF = 0.17817
kR/qF = 0.0884
distance for a full turn, pi/kR = 199.5 angstrom
ANGLES (rad): R/angstrom, 2 kR R, actual, corrected
  20   0.6299   0.6243   0.6248
  40   1.2598   1.2620   1.2624
  60   1.8898   1.9562   1.9526
  80   2.5197   2.2842   2.2330
 100   3.1496   3.1030   3.1018
QUALITY: R/angstrom, sqrt(B^2+C^2)/|A|, defect/P, sin(2 qF R)
  20   1.0000   0.0040   0.7470
  40   1.0002   0.0022   0.9932
  60   1.0033   0.0360   0.5736
  80   1.0300   0.0661  -0.2306
 100   1.0049   0.0422  -0.8802
COUPLINGS (eV): R/angstrom, A, B, A cos, C, A sin
  20 -8.858e-05 -7.188e-05 -7.158e-05 -5.178e-05 -5.218e-05
  40 -3.078e-05 -9.354e-06 -9.416e-06 -2.933e-05 -2.930e-05
  60 -7.493e-06  2.826e-06  2.350e-06 -6.966e-06 -7.115e-06
  80  2.144e-06 -1.445e-06 -1.743e-06  1.670e-06  1.249e-06
 100  4.478e-06 -4.497e-06 -4.478e-06  1.738e-07 -3.595e-08
ENVELOPE P (eV): R/angstrom, P
  20  1.247e-04
  40  3.116e-05
  60  1.385e-05
  80  7.791e-06
 100  4.986e-06
MAIN RESULT AT 40 angstrom (eV; hartree)
isotropic B = -9.354e-06; -3.438e-07
DM component D_y = -C = 2.933e-05; 1.078e-06
anisotropy A - B = -2.142e-05; -7.872e-07
tests ok
```
